Temperature Dependence of the Threshold Field at a Nonpolar-to-Polar Transition

Q: In some capacitor films a field turns a nonpolar phase into a polar one. You want to treat this like boiling. But boiling has pressure and volume. What replaces them here?

A: The electric field E and the polarization P along it. I work per unit reference volume, with temperature T, entropy S, one stress component σ (positive in tension) and its strain η. The Helmholtz energy A changes by

dA = −S dT + E dP + σ dη.

The electrodes hold the voltage, so E is the controlled quantity, and I first let the stress be controlled too. Subtracting the two work products gives

G = A − EP − ση,

dG = dA − E dP − P dE − σ dη − η dσ = −S dT − P dE − η dσ.

At given T, E and σ the stable phase has the lower G. If the small change of shape between the phases is neglected, the field energy of the vacuum, ε₀E²/2, is the same in both at the same E and drops out of the comparison.

Q: An antiferroelectric has two opposed sublattices. Where are they?

A: They are not needed. The argument asks for two phases, each in internal equilibrium, with different polarizations at the same field. It does not ask why the nonpolar phase is nonpolar.

Q: Then define the threshold and tell me how it moves.

A: Let n label the nonpolar phase and p the polar one, and let Δ mean p minus n. The equilibrium threshold E_t is the field at which ΔG = 0. Since ∂ΔG/∂E = −ΔP, and ΔP > 0, the polar phase is stable above E_t and the nonpolar phase below it.

Now change the temperature and follow E_t. ΔG stays zero along this line, so its total change vanishes:

0 = −ΔS dT − ΔP dE_t − Δη dσ.

At fixed stress dσ = 0. Dividing by ΔP dT gives

dE_t/dT = −ΔS/ΔP.

This is the Clausius-Clapeyron relation with field and polarization. If the nonpolar phase has the larger entropy, ΔS is negative and the threshold rises on heating: heat favours the nonpolar phase, and a stronger field is needed to overcome it. If the polar phase has the larger entropy, the threshold falls.

The heat absorbed on entering the polar phase at E_t is

TΔS = −TΔP dE_t/dT.

For a rising threshold it is negative, so the film gives off heat when it becomes polar.

Q: You have moved the problem into ΔS. Why should the phases differ in entropy, and does the threshold keep its slope down to absolute zero?

A: Vibrations can supply the difference. Take many cells, each with a spin s = 0 (nonpolar) or s = ±1 (polar). A nonpolar cell has vibrational energies nω₀, a polar cell D + nω₁, with n = 0, 1, 2, … and ω₀ < ω₁. Zero-point energies are absorbed in D. Every cell couples equally to every other, which gives the energy −m²/2 per cell, where m is the mean spin. The coupling energy, the cell dipole and Boltzmann's constant are set to 1.

Each cell then feels the field m + E. With ε the energy of a cell level,

Z = Σ exp{−[ε − (m + E)s]/T},

and the probabilities p of the cell states are the terms of this sum divided by Z. Their entropy is S = −Σ p ln p, which gives

−T ln Z = ⟨ε⟩ − (m + E)m − TS.

This counts the coupling as −m² instead of −m²/2, so the correct potential is

G = m²/2 − T ln Z.

Its derivative with respect to m is m − ⟨s⟩, which vanishes when m is the actual mean spin.

Q: And the cold limit?

A: At low T the nonpolar phase has m ≈ 0 and the polar phase m ≈ 1. Summing each ladder gives z_i = 1/(1 − exp(−ω_i/T)), hence

G_n ≈ −T ln z₀,

G_p ≈ 1/2 + D − (1 + E) − T ln z₁ = D − 1/2 − E − T ln z₁.

Equating them,

E_t ≈ D − 1/2 + T ln(z₀/z₁).

For T far below both ω₀ and ω₁ − ω₀, ln z₀ ≈ exp(−ω₀/T), while ln z₁ is much smaller. Therefore

dE_t/dT ≈ d[T exp(−ω₀/T)]/dT = (1 + ω₀/T) exp(−ω₀/T) → 0.

Both phases lose their entropy, while ΔP stays near 1, so the threshold becomes flat.

For numbers I take ω₀ = 0.05, ω₁ = 0.20 and D = 0.60, solve m = ⟨s⟩ by iteration in each phase, and find the field of equal G by a root search. At T = 0.005 the slope is 0.0005, and at T = 0.01 it is 0.041. At T = 0.15, ΔS = −1.204 and ΔP = 0.909, so the slope is 1.204/0.909 = 1.32. The soft ladder of the nonpolar cell has by then filled many more levels than the stiff one.

Q: A capacitor has a whole polarization curve. Give me a model with one, in laboratory units.

A: Hartree units are unnatural for capacitor fields, so I use SI. At fixed stress let F = A − ση, so that G = F − EP. A Landau form for a field-induced first-order transition is

F = F₀(T) + aP²/2 − BP⁴/4 + CP⁶/6,

with B and C positive and independent of temperature. Near 300 K I take a linear in T with slope a′. The field follows from the derivative at fixed T:

E = ∂F/∂P = aP − BP³ + CP⁵.

The round parameters, which stand for no particular material, are

a(300 K) = 2.2×10⁹ V m/C, a′ = 4×10⁶ V m/(C K),

B = 1.2×10¹¹ V m⁵/C³, C = 2×10¹² V m⁹/C⁵.

Q: P itself changes with temperature at fixed field. Does that not add a term to the entropy?

A: No. The motion of P could add a term only to the temperature derivative of G, and in equilibrium that term vanishes. Differentiating G at fixed E,

(∂G/∂T)_E = (∂F/∂T)_P + (∂F/∂P − E)(∂P/∂T)_E.

The bracket is zero in equilibrium. Hence

S = −(∂F/∂T)_P = S₀(T) − a′P²/2, with S₀ = −dF₀/dT.

S₀ is common to both phases, so

ΔS = −(a′/2)(P_p² − P_n²) = −(a′/2)(P_p − P_n)(P_p + P_n).

Dividing by −ΔP = −(P_p − P_n) gives

dE_t/dT = a′(P_p + P_n)/2.

In this model the slope is a′ times the mean of the two coexisting polarizations. A constant a′ leaves a finite ΔS wherever the polarizations differ, so the linear law for a must not be carried to absolute zero.

Q: How do you find those polarizations?

A: Equality of G means F(P_p) − F(P_n) = E_t(P_p − P_n). Since E(P) = ∂F/∂P, this is

∫ [E(P) − E_t] dP = 0, from P_n to P_p.

The curve encloses equal areas above and below the line E = E_t. A numerical root search for equal G at 300 K gives E_t = 97.98 MV/m, P_n = 0.0518 C/m² and P_p = 0.1932 C/m². Then

ΔP = 0.1932 − 0.0518 = 0.1414 C/m²,

ΔS = −2×10⁶ × (0.1932² − 0.0518²) = −69.3 kJ/(m³ K),

dE_t/dT = 69.3×10³/0.1414 = 4.90×10⁵ V/(m K).

That is 0.490 MV/(m K), or 4.90 kV/(cm K). The latent heat TΔS is −20.8 MJ/m³.

Q: May I extrapolate with that slope?

A: Over a modest range. From 300 to 400 K it predicts 97.98 + 100 × 0.4899 = 146.97 MV/m, whereas the root search at 400 K gives 148.01 MV/m. The prediction misses 1.04 MV/m, about 2% of the actual rise. The slope itself grows from 0.478 MV/(m K) at 250 K to 0.510 at 400 K, although |ΔS| falls from 75 to 55 kJ/(m³ K). ΔP falls proportionally faster, from 0.1573 to 0.1075 C/m².

Q: Could I use the entropy difference at zero field instead?

A: Here it does not exist. Write E/P = a − BP² + CP⁴. This has no real zero if B² < 4aC. At 300 K, B² = 1.44×10²² and 4aC = 1.76×10²² in the same units, so there is no polar state at zero field. This is also why the film returns to the nonpolar phase on discharge. The condition needs a > 1.8×10⁹ V m/C, which the linear law gives above 200 K; below that a polar state survives at zero field. In general ΔS and ΔP must be taken at E_t, since each phase changes its entropy with field.

Q: My instrument shows two switching fields, not E_t. I would take their midpoint.

A: Those fields obey another law. Consider a uniform film that switches when its phase loses local stability. There ∂E/∂P = ∂²F/∂P² = 0. For such a field E_s, at polarization P_s,

dE_s/dT = ∂²F/∂P∂T + (∂²F/∂P²) dP_s/dT = ∂²F/∂P∂T = −(∂S/∂P)_T.

The unknown motion of P_s drops out. In the Landau model the result is a′P_s. The condition a − 3BP² + 5CP⁴ = 0 gives

P_s² = [3B ∓ √(9B² − 20aC)]/(10C).

At 300 K these are P₁ = 0.0883 C/m², where the nonpolar phase ends, and P₂ = 0.1679 C/m², where the polar phase ends on discharge. Inserting them in E(P) gives an upper field E_up = 122.4 MV/m and a lower field E_down = 68.3 MV/m. Their slopes are 0.353 and 0.672 MV/(m K).

The midpoint is 95.3 MV/m, with slope 0.513 MV/(m K). It lies 2.7% below E_t, and its slope is 4.6% above the equilibrium slope. An entropy change inferred from it, with the correct ΔP, would be too large by the same 4.6%. The jumps seen on the loop, 0.112 C/m² at E_up and 0.135 C/m² at E_down, are not this ΔP of 0.141 C/m². These percentages belong to this model. Nucleation can switch a film before the stability limits, and then the midpoint depends on the kinetics as well.

Q: The two stability fields move at different rates. Do they meet?

A: They do, when the square root vanishes:

a_c = 9B²/(20C) = 3.24×10⁹ V m/C, P_c² = 3B/(10C) = 0.018 C²/m⁴.

With the linear law for a, the temperature is

T_c = 300 + (3.24 − 2.20)×10⁹/(4×10⁶) = 560 K,

and P_c = 0.134 C/m². Both coexisting polarizations approach P_c, so ΔS and ΔP vanish together. Their ratio does not become undefined in the limit, because the common factor P_p − P_n has already been divided out:

dE_t/dT → a′P_c = 0.537 MV/(m K).

Above T_c the polarization grows continuously with field and there is no threshold to follow. The value 560 K is an extrapolation of the local law for a, and a mean-field one.

Q: A film sits on a substrate. Heating changes its stress.

A: If the stress changes with temperature but does not jump when the film switches, keep the last term of the coexistence condition:

dE_t/dT = −(ΔS + Δη dσ/dT)/ΔP.

In the Landau model add −QσP² to F. The strain tied to polarization is η = −∂F/∂σ = QP²; other strains are taken as equal in both phases. The added term replaces a by a − 2Qσ, so the slope becomes

dE_t/dT = (a′ − 2Q dσ/dT)(P_p + P_n)/2.

Choose Q = −0.1 m⁴/C² for a stress across the polar axis (the sign depends on the material), and let the tension be zero at 300 K and change by −1 MPa/K. Then

Δη = −0.1 × (0.1932² − 0.0518²) = −3.46×10⁻³,

Δη dσ/dT = +3.46 kJ/(m³ K),

dE_t/dT = (69.28 − 3.46)×10³/0.1414 ≈ 0.465 MV/(m K).

The slope drops by 5%.

Q: Why does it drop? A negative Δη means that the polar phase is shorter along that axis.

A: Tension favours the longer, nonpolar phase. Losing tension therefore helps the polar phase, and the threshold rises more slowly.

The formula requires both phases to be at the same stress. If the whole film is instead held at one strain while it switches, the stress jumps. The potential is then G + ση, whose differential is −S dT − P dE + σ dη. At constant strain the slope is again −ΔS/ΔP, but with both differences taken at equal strain. A film bonded to a substrate is closer to this case: with the Q above and a modulus of 200 GPa the stress jumps by about 0.6 GPa, and E_t moves from 98 to about 108 MV/m. The substrate also expands on heating, so the imposed strain drifts, and the slope becomes (−ΔS + Δσ dη/dT)/ΔP.

Q: What does all this do to the energy I can store?

A: Start with a reversible isothermal path that changes phase at E_t and ends at a peak field E_m > E_t, with polarization P_m. The nonpolar state has P = 0 at zero field. Integrating by parts,

W = ∫ E dP = E_mP_m − ∫ P dE.

Within each phase P = −∂G/∂E, and G is continuous at E_t. The last integral, from zero to E_m, is therefore G(0) − G(E_m), and

W = E_mP_m + G(E_m) − G(0).

At fixed E_m the temperature derivative is

dW/dT = E_m(∂P/∂T)_E − [S(E_m) − S(0)].

For E_m = 200 MV/m at 300 K, P_m = 0.2151 C/m² and W = 19.7 MJ/m³. The first term, from the numerical derivative of P_m, is −24.8 kJ/(m³ K). The entropy change is −(a′/2)P_m² = −92.5 kJ/(m³ K). Thus W grows by 67.8 kJ/m³ per kelvin: the polar phase holds slightly less polarization, but the charge is delivered at higher field.

Q: That entropy change is larger than your ΔS of −69.3.

A: It includes changes within the phases. The nonpolar phase contributes −2×10⁶ × 0.0518² = −5.4 kJ/(m³ K) before the transition, and the polar phase −2×10⁶ × (0.2151² − 0.1932²) = −17.9 after it. With −69.3 at the transition the sum is −92.6, equal to the total within rounding. The total must not be put into the Clausius-Clapeyron relation.

Q: My capacitor is not reversible.

A: Then let it switch at the stability limits, still at constant temperature. On charging it jumps at E_up from P₁ to a polar state P_a. Measuring F from its value at P = 0, so that W = F(P_m), the work is

W_in = F(P₁) + E_up(P_a − P₁) + F(P_m) − F(P_a)
= W + [F(P₁) − E_upP₁] − [F(P_a) − E_upP_a].

The added difference is the drop of G in the jump. On discharge the film jumps at E_down from P₂ to a nonpolar state P_b, and returns

W_out = F(P_m) − F(P₂) + E_down(P₂ − P_b) + F(P_b)
= W − {[F(P₂) − E_downP₂] − [F(P_b) − E_downP_b]}.

Again the difference is a drop of G, now lost from the output. At 300 K the drops are 3.25 and 4.27 MJ/m³, so

W_in = 19.69 + 3.25 = 22.94 MJ/m³,

W_out = 19.69 − 4.27 ≈ 15.43 MJ/m³,

and the efficiency is 67%. The vacuum field energy, 0.18 MJ/m³ at the peak, is left out.

Q: So a hotter capacitor is a better one?

A: In this model, at this peak field and between 250 and 400 K, yes. The recovered energy rises from 9.7 to 23.8 MJ/m³ and the efficiency from 47% to 90%. Two changes act together. The threshold rises, so the charge is stored at higher field, and the gap between E_up and E_down shrinks from 71 to 26 MV/m, while the loop loss falls from 11.0 to 2.7 MJ/m³.

The gain requires the peak field to stay above E_up, which reaches 160 MV/m at 400 K. Otherwise the ideal film does not switch on charging. This condition is not sufficient: the recovered energy peaks at 26.4 MJ/m³ near 470 K and then falls, while E_up reaches 200 MV/m only at 494 K. It also rests on a threshold that rises on heating; for a film whose threshold falls, this conclusion does not apply. Leakage and breakdown, which may worsen on heating, are not in the model. Nor is self-heating: in a fast charging pulse the released latent heat warms the film and raises the threshold while the transition is still under way, so the isothermal energies are then only approximate. For a heat capacity of 2 to 3 MJ/(m³ K) the warming is 7 to 10 K and the threshold shifts by 3 to 5 MV/m.

All numerical values are calculated from the stated model.
